\section*{Why a ramped set pulse tolerates thermal-resistance variation in phase-change cells}

\section{Three cells, two pulses}

Three phase-change cells have thermal resistances of 0.7, 1.0 and 1.3 times the nominal value. A rectangular set pulse of 300 ns, tuned to the middle cell, keeps them near their fastest crystallization temperature for 0, 300 and 0 ns. A pulse of the same length whose power falls linearly to zero gives 73, 51 and 39 ns. The ramp gives the middle cell six times less, yet leaves no cell out.

Two changes were made at once: the power now falls, and it starts higher, at 390 µW instead of 235 µW. Their effects can be separated, and so can the price paid for them.

\section{What ``near the fastest temperature'' means}

Let $P$ be the electrical power dissipated in the cell, taken as the controlled quantity, and $T_0=300$ K the ambient temperature. One temperature represents the cell and follows the power without delay:
\begin{equation}
T=T_0+y,\qquad y=rR_0P .
\label{eq:heat}
\end{equation}
Here $R_0=2$ K/µW is the nominal thermal resistance, $r$ is the cell's resistance relative to it, and $y$ is the temperature rise. Variation from cell to cell thus multiplies the rise by a factor.

Crystallization is modelled as growth from a crystalline rim. Atoms cross the interface at a rate set by their mobility, $\exp[-B/(T-T_v)]$, and some cross back. If the heat of crystallization per atom, $H$, does not depend on temperature, the free energy gained per atom is $H(1-T/T_m)$, with $T_m$ the melting temperature. Dividing by $kT$ gives
\begin{equation}
x=\frac{H}{k}\left(\frac1T-\frac1{T_m}\right),
\end{equation}
and the backward rate is $e^{-x}$ times the forward rate. The net growth speed is
\begin{equation}
v(T)=v_0\,e^{-B/(T-T_v)}\left(1-e^{-x}\right).
\label{eq:v}
\end{equation}
It is negative above $T_m$, where the crystal melts. The formula applies above $T_v$; at and below $T_v$ the mobility, and with it $v$, is set to zero. The parameters are $T_m=900$ K, $B=1600$ K, $T_v=320$ K and $H=0.12$ eV, with $v_0$ chosen so that the largest speed is 0.5 nm/ns.

To find the peak, use $u=1/T$ as the variable. Since $dT/du=-T^2$ and $dx/du=H/k$,
\begin{align}
\frac{d\ln v}{du}
&=\frac{B}{(T-T_v)^2}\frac{dT}{du}+\frac{e^{-x}}{1-e^{-x}}\frac{dx}{du}\nonumber\\
&=-\frac{BT^2}{(T-T_v)^2}+\frac{H}{k}\,\frac{1}{e^{x}-1}.
\end{align}
With the local activation energy $E=kBT^2/(T-T_v)^2$, the derivative vanishes when
\begin{equation}
e^{x}-1=\frac{H}{E}.
\label{eq:peak}
\end{equation}
On cooling from $T_m$ towards $T_v$, $E$ grows and $1/(e^x-1)$ falls. The derivative therefore changes sign once, and there is a single maximum. It lies at 770 K. There $E/k=1600\,(770.4/450.4)^2\approx4680$ K and $H/k\approx1393$ K, so equation (\ref{eq:peak}) requires $x=\ln(1.298)=0.26$, which is also the value of $x$ at 770.4 K.

``Near'' will mean a speed of at least 80\% of the maximum. Because there is one maximum, this is one interval, from 698.5 to 831.2 K. In terms of the rise it is
\begin{equation}
a\le y\le b,\qquad a=398.5\ \text{K},\quad b=531.2\ \text{K}.
\end{equation}
The 80\% level is a choice. A lower level widens the window and makes the rectangle look more tolerant.

\section{The rectangle: selection by resistance}

At constant power each cell sits at one temperature. It is near the peak for the whole pulse if $a\le rR_0P\le b$, and otherwise for none of it. The accepted cells satisfy
\begin{equation}
\frac{a}{R_0P}\le r\le\frac{b}{R_0P},
\qquad
\frac{r_{\max}}{r_{\min}}=\frac ba=1.33 .
\label{eq:rect}
\end{equation}
The power cancels from the ratio and the pulse length never enters it. Retuning moves the accepted range but cannot widen it in proportion. For a spread $1\pm\delta$, full acceptance needs $(1+\delta)/(1-\delta)\le1.333$, or $\delta\le0.14$.

In the example the power of 235.2 µW gives a nominal rise of 470.4 K. The accepted range is $398.5/470.4=0.85$ to $531.2/470.4=1.13$. The cell with $r=0.7$ sits at 629 K, too cold. The cell with $r=1.3$ sits at 912 K, above melting. The two failures look alike when counted as time near the peak, but they differ in kind: the cold cell grows slowly and the hot one does not grow at all.

\section{The falling power: a passage for every cell}

Now let the power fall as $P=P_0(1-t/t_r)$, and write $S=R_0P_0$ for the nominal starting rise. A cell has the rise $y$ at the time found from $rS(1-t/t_r)=y$:
\begin{equation}
t(y)=t_r\left(1-\frac{y}{rS}\right).
\end{equation}
If the cell starts at or above the window, $rS\ge b$, it enters at $t(b)$ and leaves at $t(a)$. The time between is
\begin{equation}
t_{\rm near}=t(a)-t(b)=t_r\,\frac{b-a}{rS}.
\label{eq:ramp}
\end{equation}
A cell of higher resistance reaches the window later, but it does reach it. What remains of the variation is the cooling rate $rS/t_r$: the hotter cell crosses the same 133 K faster. The all-or-nothing dependence on $r$ has become a factor $1/r$.

With $S=2\times390=780$ K, the nominal cell spends $300\times132.7/780\approx51$ ns in the window. Dividing by 0.7 and 1.3 gives 73 and 39 ns. These agree with times counted directly from the growth speed along each temperature history.

A cell that starts inside the window, $a<rS<b$, is near the peak from the outset and has $t_{\rm near}=t_r[1-a/(rS)]$. A cell with $rS\le a$ gets nothing. As $r$ increases, the time is therefore zero up to $r=a/S=0.51$, rises to $t_r(1-a/b)=75$ ns at $r=b/S=0.68$, and then falls as $1/r$. The ramp has a sharp lower limit. Within this model it has no upper one.

\section{Headroom and sweep, taken separately}

\textbf{Headroom without sweep.} A rectangle at the ramp's starting power of 390 µW accepts $r$ from 0.51 to 0.68. None of the three cells lies there.

\textbf{Sweep without headroom.} A linear ramp started at 235.2 µW has $S=470.4$ K. The hot cell starts at a rise of 611.5 K, above the window, and gets $300\times132.7/611.5=65$ ns. The nominal cell starts inside and gets $300\,(1-398.5/470.4)=46$ ns. The cold cell starts at 329 K, below the window, and gets nothing.

The sweep thus rescues cells that the rectangle overheats, and the headroom rescues those it underheats, provided that the sweep then brings the others back down. Tolerance on both sides needs both. The starting power must satisfy
\begin{equation}
P_0\ge\frac{b}{r_{\min}R_0}
\label{eq:start}
\end{equation}
if the cell of lowest resistance is to cross the whole window. For $r_{\min}=0.7$ this is 379 µW, so the chosen 390 µW leaves little margin.

\section{The shape of the fall}

The factor $1/r$ belongs to the linear ramp. For $P=P_0(1-t/t_r)^m$, solving for the passage time gives $t(y)=t_r[1-(y/rS)^{1/m}]$, and with $rS\ge b$
\begin{equation}
t_{\rm near}=t_r\,\frac{b^{1/m}-a^{1/m}}{(rS)^{1/m}}\propto r^{-1/m}.
\label{eq:power}
\end{equation}
The case $m=2$ describes a current that falls linearly through a constant electrical resistance. The three cells then get 39.6, 33.2 and 29.1 ns. The longest time exceeds the shortest by a factor 1.36, which is $\sqrt{1.3/0.7}$, against 1.86 for linear power.

Let $m$ grow while $t_r=m\tau$ grows with it. Then $(1-t/m\tau)^m\to e^{-t/\tau}$, and the fall becomes exponential. Directly, $rSe^{-t/\tau}=y$ gives $t(y)=\tau\ln(rS/y)$, so
\begin{equation}
t_{\rm near}=\tau\ln\frac{rS}{a}-\tau\ln\frac{rS}{b}=\tau\ln\frac ba .
\label{eq:exp}
\end{equation}
The resistance has cancelled. Multiplying an exponential by $r$ is the same as delaying it by $\tau\ln r$, so every cell has the same passage at a different time. With $\tau=200$ ns each of the three cells gets $200\ln1.333=57.5$ ns.

Equation (\ref{eq:exp}) holds if the coldest cell starts above the window and the pulse lasts until the hottest has left it. The latter happens at $200\ln(1014/398.5)=187$ ns, before the cut at 300 ns.

\section{The price: less time, and what it does to growth}

A linear ramp spends the fraction $(b-a)/(rS)$ of its duration in the window, which is 17\% for the nominal cell. To give that cell the rectangle's 300 ns, the ramp would have to last about 1.8 µs. For a narrow spread the rectangle is the better pulse: at $r=0.9$ and 1.1 it gives both cells 300 ns, while the ramp gives 57 and 46 ns.

Time near the peak is also only a proxy for crystallization. The distance grown below melting is $L=\int v\,dt$. On the linear ramp $dT=-(rS/t_r)\,dt$. The minus sign is absorbed by integrating upwards in temperature:
\begin{equation}
L=\frac{t_r}{rS}\int_{T_0}^{T_1}v(T)\,dT,
\qquad T_1=\min(T_m,\,T_0+rS).
\label{eq:growth}
\end{equation}
The upper limit appears because a cell that starts molten begins to grow when it cools through $T_m$. Thus $L$ is the distance available for regrowth, not the net movement of the front. While the cell is molten the front retreats, and with one temperature everywhere nothing limits this melt-back: on the 390 µW ramp it would be 80 nm for the nominal cell and 469 nm for the hot one, more than either cell regrows afterwards. In a cell with cooler surroundings it is limited, as the example with a temperature gradient below shows. The integral over the whole curve is 218.6 K times the peak speed, so the nominal cell grows $0.5\times300\times218.6/780=42$ nm.

\begin{center}
\begin{tabular}{lccc}
Growth below melting, $L$ (nm) & $r=0.7$ & $r=1.0$ & $r=1.3$\\
Rectangle, 235 µW & 62.9 & 150.0 & 0\\
Linear ramp, 390 µW & 54.5 & 42.0 & 32.3
\end{tabular}
\end{center}

The nominal cell moves at 0.4 to 0.5 nm/ns during its 51 ns in the window, which accounts for 20 to 26 nm. Roughly 40 to 50\% of its growth therefore happens outside the window. The cold cell on the ramp falls short of $42.0/0.7=60$ nm because it starts at 846 K and misses the stretch between there and melting.

The first column is a warning. The cold cell has no time near the peak under the rectangle, yet it grows farther than on the ramp, because 300 ns at 42\% of full speed is worth more than a short passage through the peak. In this example the rectangle's real failure is on the hot side. A longer pulse helps a slow cell, but no length helps a molten one.

That failure can be avoided by lowering the power, if the range of $r$ is known. At 222.4 µW the extreme cells sit at 611 and 878 K. Both are outside the 80\% window, yet every cell in the range grows at least 48.8 nm, more than the ramp's worst value of 32.3 nm. For this spread and equal duration, the best rectangle beats any linear ramp that falls to zero: even with the best starting power such a ramp guarantees only about 38 nm. A ramp that stops short of zero can give a larger $L$. A fall from about 304 µW to half that power gives every cell about 60 nm, but it starts the hot cell molten, and $L$ does not count the melt-back.

It does so with little margin. The hot cell reaches melting at $600/2.6=230.8$ µW, less than 4\% higher. Raising the power by 6\%, back to 235.2 µW, therefore reduces the guarantee from 48.8 nm to zero. The same relative rise in the ramp's starting power lowers its smallest $L$ by about 5\%, as $1/S$ in equation (\ref{eq:growth}) shows.

The comparison changes with the ratio $q$ of largest to smallest $r$. For each $q$, let the rectangle have the power that is best for its worst cell, and let an equally long ramp start its coldest cell at the rise $b$. At the ratios compared below, the ramp's worst cell is the hottest, with growth proportional to $1/(qb)$. The rectangle must keep its hottest cell below melting, which pushes its coldest cell down the steep low-temperature side of the speed curve. At $q=1.5$ the rectangle guarantees the larger $L$, and at $q=2.4$ the ramp does. This compares growth below melting only. If the unlimited melt-back of the one-temperature model were subtracted, this ramp would lose at $q=2.4$ as well. For this choice of ramp the crossing is at $q=2.07$, a spread of about $\pm35\%$. The ramp's starting power has not been optimized for growth here. A lower one raises its guaranteed $L$; with the best starting power for each $q$, the crossing moves to about $q=2.0$.

\section{Effects left out so far}

\textbf{Thermal resistance that falls on heating.} Suppose the resistance is divided by $1+\gamma y$, with $\gamma=4\times10^{-4}$ K$^{-1}$, so that it is 17\% lower at a rise of 500 K. Then $y(1+\gamma y)=rR_0P$. The window edges $a$ and $b$ are replaced by $a(1+\gamma a)=462$ K and $b(1+\gamma b)=644$ K, the same for all cells. The $1/r$ law survives for cells that start above the window: the nominal and hot cells get 70 and 54 ns. The cold cell now starts inside the window, and its time drops from 73 to 46 ns. Restoring its full passage takes $644/(0.7\times2)=460$ µW.

\textbf{Ambient temperature.} At 358 K both edges of the window move down by 58 K in rise. The rectangle, with its power held fixed, now accepts $r$ from 0.72 to 1.01, so the nominal cell is almost lost. On the linear ramp $b-a$ is unchanged, and so is the time of every cell that crosses the full window.

\textbf{Thermal lag.} Let the rise obey $\tau_{\rm th}\dot y+y=rS(1-t/t_r)$ with $\tau_{\rm th}=5$ ns and $y(0)=0$. The solution is
\begin{equation}
y=rS\left(1-\frac{t-\tau_{\rm th}}{t_r}\right)
-rS\left(1+\frac{\tau_{\rm th}}{t_r}\right)e^{-t/\tau_{\rm th}} .
\end{equation}
Once the exponential has died out, the ramp is merely delayed by $\tau_{\rm th}$. Its slope is unchanged, and the nominal cell keeps its 51 ns on the way down. The cold cell peaks at a rise of about 509 K, inside the window. It enters the window at about 7 ns, while still heating, and leaves it on cooling at about 86 ns, which gives 79 ns instead of 73.

\textbf{Latent heat.} A spherical front of radius 15 nm moving at peak speed, with 33 atoms per nm$^3$, releases 0.9 µW. This warms the nominal cell by about 2 K, little against a window of 133 K.

\textbf{Temperature gradient.} Take a uniform hot core of radius 15 nm, with a rise that falls as the inverse of the radius outside it, and an amorphous sphere of initial radius 20 nm. The front moves inwards at the local $v(T)$, or outwards where the crystal melts. On the ramp the three cells crystallize completely after 42, 115 and 165 ns, the hotter ones later because their cores must first cool below melting. The cooler surroundings now limit the melt-back: the hot cell's sphere spreads only to a radius of 24.4 nm before it shrinks. Under the 235 µW rectangle the cold and nominal cells finish after 129 and 43 ns. The hot cell keeps a molten sphere of radius 15.3 nm, where the local temperature equals $T_m$: $15\times611.5/600=15.3$. As in the one-temperature model, the hot cell is the one that this rectangle cannot crystallize. The retuned rectangle of 222.4 µW keeps that cell below melting and finishes all three, the cold one last, after about 175 ns.

\section{Beside a real cell}

The parameters are rough values in the regime of Ge-Sb-Te memory cells, which melt near 900 K and are set by pulses of tens to hundreds of nanoseconds. The spread of $\pm30\%$ is deliberately wide. So is the temperature range: the hot cell starts the ramp at 1314 K, far above melting, and the model contains no damage. In practice the tolerable peak temperature limits the headroom, and with it the smallest $r$ that can be served.

A driver may control current or voltage rather than power. At a given current, a difference in on-state electrical resistance multiplies the power and can be absorbed into $r$, as long as it does not change during the pulse. Of the effects whose influence on the time near the peak was calculated here for the ramp, the temperature-dependent thermal resistance is the largest: it changes that time by about 37\%, downwards for the cold cell and upwards for the other two.

Nucleation inside the amorphous region is also left out. If it is fastest in some lower temperature window, equation (\ref{eq:ramp}) with that window's edges gives the time spent there by each cell that starts above it. The order matters, however: a falling ramp reaches the nucleation window after the window for fast growth, so new nuclei have only slower growth ahead of them. Passing through both windows therefore does not by itself make the ramp good for both processes. A rectangle has to choose one temperature for both. How much nucleation would shift the crossing at $q=2.07$ has not been calculated. The main values used here are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Ambient, melting temperature: 300, 900 K
Mobility B, Tv: 1600, 320 K
Heat of crystallization: 0.12 eV/atom
Peak growth speed: 0.50 nm/ns
Nominal thermal resistance: 2.0 K/uW
Pulse duration: 300 ns
Fastest-growth temperature: 770.4 K
80% speed window: 698.5 to 831.2 K
Window rises a, b: 398.5, 531.2 K; b/a = 1.333
Rectangle power: 235.2 uW
Rectangle accepted r: 0.847 to 1.129
Ramp starting power: 390 uW
Exponential decay time: 200 ns
r=0.7: rectangle T = 629.2 K; ramp start T = 846.0 K
  near time, rectangle/linear: 0.0 / 72.9 ns
  near time, quadratic/exponential: 39.6 / 57.5 ns
  growth, rectangle/linear: 62.9 / 54.5 nm
r=1.0: rectangle T = 770.4 K; ramp start T = 1080.0 K
  near time, rectangle/linear: 300.0 / 51.1 ns
  near time, quadratic/exponential: 33.2 / 57.5 ns
  growth, rectangle/linear: 150.0 / 42.0 nm
r=1.3: rectangle T = 911.5 K; ramp start T = 1314.0 K
  near time, rectangle/linear: 0.0 / 39.3 ns
  near time, quadratic/exponential: 29.1 / 57.5 ns
  growth, rectangle/linear: 0.0 / 32.3 nm
r=0.7 near time, ramp from rectangle power: 0.0 ns
Linear near time at r=0.9, 1.1: 56.7, 46.4 ns
Speed-curve area / peak speed: 218.6 K
Example spread ratio: 1.857
Best retuned rectangle power: 222.4 uW
Its guaranteed growth: 48.8 nm
Growth-crossing spread ratio: 2.073
Thermal time constant: 5.0 ns
Nominal falling near time with lag: 51.1 ns
r=0.7 total near time with lag: 79.3 ns
Resistance factor at 500 K rise: 0.833
Near times with that variation, r=0.7/1.0/1.3: 46.2 / 70.1 / 53.9 ns
Latent heating at core edge: 0.90 uW, 1.79 K
Rectangle accepted r at 358 K ambient: 0.724 to 1.006
Hot-core, initial amorphous radius: 15, 20 nm
Front r=0.7, ramp: complete at 42.1 ns
Front r=0.7, rectangle: complete at 129.2 ns
Front r=1.0, ramp: complete at 115.2 ns
Front r=1.0, rectangle: complete at 42.6 ns
Front r=1.3, ramp: complete at 164.8 ns
Front r=1.3, rectangle: 15.3 nm radius left
\end{verbatim}
